# Stretched-exponential decay from randomly placed static relaxation centres

## A sharp reach

Consider excited molecules in a solid that contains randomly placed centres of density $n$. Suppose first that a centre relaxes a molecule at once if it lies closer than some distance $\rho$, and never otherwise. A molecule then survives if the sphere of radius $\rho$ around it is empty. For independent, uniformly placed centres this has probability $\exp(-\tfrac{4\pi}{3}n\rho^3)$.

Now let the relaxation rate fall smoothly with distance, $w(r)=\tau^{-1}(R_0/r)^6$, where $R_0$ is the distance at which the rate equals $1/\tau$. By time $t$ a centre has probably acted if $w(r)t>1$, that is, if $r<\rho(t)=R_0(t/\tau)^{1/6}$. Putting this reach into the empty-sphere probability gives

$$\varphi(t)\approx\exp\!\left[-\tfrac{4\pi}{3}nR_0^3\,(t/\tau)^{1/2}\right].$$

The exponent one-half is $3/6$: volume grows as the third power of a reach that grows as $t^{1/6}$. The sharp edge is an approximation, and it will turn out to affect the amplitude but not the power of time.

## The model

In $d$ dimensions let

$$w(r)=\frac1\tau\left(\frac{R_0}{r}\right)^{s},\qquad \beta=\frac ds,\qquad T=\frac t\tau,\qquad c=nV_dR_0^d .$$

Here $V_d$ is the volume of the unit ball and $c$ is the mean number of centres within $R_0$. To find $V_d$, integrate $e^{-r^2}$ over space, once as a product of $d$ Gaussians and once in shells $V_d\,d(r^d)$. This gives $\pi^{d/2}=V_d\int_0^\infty e^{-q}\,d(q^{d/2})=V_d\,\Gamma(1+d/2)$.

The centres are static, independent and uniformly distributed, and their rates add. One molecule therefore decays as $e^{-Wt}$ with its own total rate $W=\sum_i w(r_i)$. The observed decay is the average $\varphi(t)=\langle e^{-Wt}\rangle$ over surroundings, which differs from $e^{-\langle W\rangle t}$. Any decay present without centres multiplies $\varphi$ by its own factor, provided it does not depend on the surroundings. The result to be derived is

$$\boxed{\varphi(t)=\exp\!\left[-c\,\Gamma(1-\beta)\,T^{\beta}\right],\qquad s>d.}$$

## First derivation: average over each centre

Place $N=n\mathcal V$ centres in a volume $\mathcal V$. Because they are independent, the average of the product is a product of equal averages:

$$\varphi=\left[\frac1{\mathcal V}\int_{\mathcal V}e^{-wt}d^dr\right]^N=\left[1-\frac{I_{\mathcal V}}{\mathcal V}\right]^{N},\qquad I_{\mathcal V}=\int_{\mathcal V}(1-e^{-wt})\,d^dr .$$

If $I_{\mathcal V}$ tends to a finite $I$, then $N\ln(1-I_{\mathcal V}/\mathcal V)=-nI_{\mathcal V}+O(nI_{\mathcal V}^2/\mathcal V)\to-nI$, so

$$\varphi=e^{-nI}. \tag{1}$$

To evaluate $I$, use $u=wt=T(R_0/r)^s$. Then $r^d=R_0^dT^\beta u^{-\beta}$, and the volume element is

$$V_d\,d(r^d)=-\beta V_dR_0^dT^\beta u^{-1-\beta}du .$$

The minus sign disappears because $r$ from $0$ to $\infty$ means $u$ from $\infty$ to $0$. Hence

$$I=\beta V_dR_0^dT^\beta\int_0^\infty(1-e^{-u})u^{-1-\beta}du .$$

Integration by parts gives

$$\int_0^\infty(1-e^{-u})u^{-1-\beta}du=\left[-\frac{(1-e^{-u})u^{-\beta}}{\beta}\right]_0^\infty+\frac1\beta\int_0^\infty e^{-u}u^{-\beta}du=\frac{\Gamma(1-\beta)}\beta .$$

The bracket vanishes at infinity. Near $u=0$ it behaves as $u^{1-\beta}$, which vanishes if $\beta<1$. Thus $nI=c\,\Gamma(1-\beta)T^\beta$, as stated. For $d=3$, $s=6$, $\Gamma(1/2)=\sqrt\pi$ gives

$$\varphi=e^{-a\sqrt{t/\tau}},\qquad a=\sqrt\pi\,c=\tfrac43\pi^{3/2}nR_0^3 .$$

The sharp reach had 1 in place of $\Gamma(1-\beta)$. The factor exceeds 1 because the centres beyond the reach, which act with small probability but are numerous, outweigh those inside it that have not yet acted.

**Where it fails.** Small $u$ means distant centres. There $1-e^{-wt}\approx wt$, and out to a radius $R$ they contribute an amount proportional to $\int^R r^{d-1-s}dr$. This grows as $\ln R$ for $s=d$ and as $R^{d-s}$ for $s<d$. In an infinite sample $\varphi$ is then zero at every $t>0$. For $d=3$, $s=2$, $t=\tau$, numerical integration shows $I$ growing by a factor 2.0012 when $R$ goes from $1000R_0$ to $2000R_0$, against the factor 2 of the leading term.

## Second derivation: superposition, scaling and the nearest centre

This route finds the functional form without an integral. Measure lengths in units of $n^{-1/d}$, so that $r_i=n^{-1/d}\rho_i$ and the points $\rho_i$ have unit density. Then

$$Wt=T\,(nR_0^d)^{s/d}\sum_i\rho_i^{-s}.$$

Density and time enter through the single combination $T(nR_0^d)^{1/\beta}$, or equivalently through its power $\varepsilon=cT^\beta$, where the constant $V_d$ has been included. So $\varphi=F(\varepsilon)$.

Next, superpose two independent random sets of centres with parameters $c_1$ and $c_2$. The union is a random set of the same kind with $c_1+c_2$. Rates add, so the survival factors multiply:

$$F(\varepsilon_1+\varepsilon_2)=F(\varepsilon_1)F(\varepsilon_2).$$

This fixes $F(q)=F(1)^q$ for positive rational $q$. Since $F$ cannot increase with time, the same holds for all positive $q$. Either $F=e^{-K\varepsilon}$, or $F=0$ for all $\varepsilon>0$, which is the case $s\le d$ found above.

The constant $K$ is the initial slope of $1-F$. Label each centre by $x=nV_dr^d$, the mean number of centres closer than it. The labels are random points of unit density on the half-line, and $(R_0/r)^d=c/x$ gives $wt=(\varepsilon/x)^{1/\beta}$. The nearest centre has probability density $e^{-x}$. If it alone acted, the survival $\varphi_1$ would obey, with $x=\varepsilon y$,

$$1-\varphi_1=\int_0^\infty e^{-x}\left[1-e^{-(\varepsilon/x)^{1/\beta}}\right]dx=\varepsilon\int_0^\infty e^{-\varepsilon y}h(y)\,dy,\qquad h(y)=1-e^{-y^{-1/\beta}} .$$

The other centres have density $1-e^{-x}$, the probability that at least one centre is closer. Their effect is bounded with $1-e^{-\sum u_k}\le\sum(1-e^{-u_k})$:

$$0\le\varphi_1-\varphi\le\varepsilon\int_0^\infty(1-e^{-\varepsilon y})h(y)\,dy .$$

For large $y$, $h\approx y^{-1/\beta}$, which is integrable for $\beta<1$. The last integral therefore tends to zero with $\varepsilon$, and the bound is smaller than order $\varepsilon$. Hence $K=\int_0^\infty h\,dy$. Integrate by parts, with vanishing boundary terms, and set $v=y^{-1/\beta}$, so that $dy=-\beta v^{-\beta-1}dv$:

$$K=\frac1\beta\int_0^\infty y^{-1/\beta}e^{-y^{-1/\beta}}dy=\int_0^\infty v^{-\beta}e^{-v}dv=\Gamma(1-\beta).$$

This is the same law.

**Late times.** The nearest centre fixes the early decay but not the late one. The integrand of $\varphi_1=\int_0^\infty e^{-x-(\varepsilon/x)^{1/\beta}}dx$ is largest where $(\varepsilon/x)^{1/\beta}=\beta x$, so $x_*\propto\varepsilon^{1/(1+\beta)}$. To leading order $-\ln\varphi_1=(1+\beta)x_*\propto t^{\beta/(1+\beta)}=t^{d/(s+d)}$. For $d=3$, $s=6$ the nearest centre alone would give a late exponent of $1/3$. The slope of $\ln(-\ln\varphi_1)$ against $\ln t$, computed between $10^9\tau$ and $2\times10^9\tau$ for the example below, is 0.3341. Long-lived molecules have no close centre, and for them the combined action of many distant centres matters.

## What each derivation assumes

To reach the boxed law, both need static centres, additive rates, independent placement and $s>d$. They differ in what else they use.

The first needs no power law until $I$ is evaluated. Equation (1) holds for any $w(\mathbf r)$ for which $I$ is finite, so it can accommodate a closest distance, an angular dependence or a boundary. The second needs a power law at all distances, since any additional length spoils the scaling. In return it shows why the form is a stretched exponential: the random set keeps its character under both superposition and change of scale.

**Closest distance.** If centres cannot come nearer than $b$, the mean rate is finite:

$$\langle W\rangle=n\int_{r>b}w\,d^dr=\frac{c}{\tau}\,d\,R_0^{s-d}\int_b^\infty r^{d-1-s}dr=\frac c\tau\,\frac d{s-d}\left(\frac{R_0}b\right)^{s-d}.$$

For $t\ll\tau(b/R_0)^s$ every $wt$ is small and $-\ln\varphi\approx\langle W\rangle t$. For $t\gg\tau(b/R_0)^s$ the excluded ball would have contributed its full volume, so $-\ln\varphi$ is lower than in the ideal law by $nV_db^d$.

**Angular dependence.** If $w$ is multiplied by an angular factor $g$, the radial integral at fixed $g$ has $T$ replaced by $gT$. The amplitude changes by $\langle g^\beta\rangle$ and the exponent stays. For fixed, randomly oriented dipoles $g=\tfrac32\kappa^2$, where $\kappa$ is the angular part of the dipole coupling and $R_0$ is defined with the isotropic mean $\langle\kappa^2\rangle=2/3$. With $\beta=1/2$ we need $\langle|\kappa|\rangle$. At angle $\theta$ from the first dipole, its field has relative magnitude $\sqrt{1+3\cos^2\theta}$. Projection on a random second dipole gives a mean factor $1/2$. Therefore

$$\langle g^{1/2}\rangle=\sqrt{\tfrac32}\,\frac12\int_0^1\!\sqrt{1+3x^2}\,dx=\sqrt{\tfrac32}\,\frac12\left[1+\frac{\operatorname{arsinh}\sqrt3}{2\sqrt3}\right]=0.8452 .$$

## The distribution of rates

For $\beta=1/2$ the spread of total rates can be written down. In units of $1/\tau$ its density is

$$p(W)=\frac a{2\sqrt\pi}\,W^{-3/2}e^{-a^2/4W}.$$

To verify this, put $W=a^2/4q^2$ in $\int p\,e^{-WT}dW$. The prefactors combine to $2/\sqrt\pi$ and leave $\frac2{\sqrt\pi}J(m)$, with $J(m)=\int_0^\infty e^{-q^2-m^2/q^2}dq$ and $m=a\sqrt T/2$. Differentiating with respect to $m$ and substituting $q=m/q'$ gives $J'=-2J$. Since $J(0)=\sqrt\pi/2$, the result is $e^{-2m}=e^{-a\sqrt T}$, as required.

The same substitution gives the fraction of molecules with a rate below $W$ as $\operatorname{erfc}(a/2\sqrt W)$. Setting the derivative of $\ln p$ to zero, $-3/2W+a^2/4W^2=0$, puts the peak at $W=a^2/6$. The tail $W^{-3/2}$ makes the mean infinite, which is why $\varphi$ starts with infinite slope.

## Worked example: energy transfer in a dye-doped film

Donor dyes transfer their excitation to acceptor dyes in a glassy polymer by dipole coupling, so $d=3$, $s=6$. Take $R_0=5$ nm, $\tau=4$ ns (also the donor's own lifetime) and $n=10^{18}$ cm$^{-3}=10^{-3}$ nm$^{-3}$. Then

$$c=10^{-3}\times\tfrac{4\pi}3\times5^3=0.5236,\qquad a=1.7725\times0.5236=0.9281 .$$

Survival values and $1/e$ times below refer to transfer alone and leave out the donor's own decay. At 4 ns the survival is $e^{-0.9281}=0.395$. The $1/e$ time is $\tau/a^2=4.64$ ns. Doubling the density doubles $a$ and shortens this time fourfold, to 1.16 ns.

The law was tested by drawing 40,000 random surroundings of 512 centres each in a cube and averaging $e^{-Wt}$:

| $t$ (ns) | law | sampled | nearest centre only |
|---|---|---|---|
| 0.4 | 0.746 | 0.744 | 0.776 |
| 4 | 0.395 | 0.394 | 0.493 |
| 16 | 0.156 | 0.156 | 0.279 |

At 16 ns the mean number of centres within the reach is 1.05, and neglecting all but the nearest already overestimates the survival by almost 80 %.

The sampled stretching exponent, taken between 0.4 and 16 ns, is 0.498. At the same $c$, with 20,000 surroundings each, $(d,s)=(2,6)$, $(1,6)$ and $(3,10)$ give 0.336, 0.167 and 0.299, against $d/s=0.333$, 0.167 and 0.300. The case $(1,2)$ gives 0.502. A measured exponent of one-half therefore does not identify $d$ and $s$ separately. The density dependence does not help either, since the $1/e$ time scales as $n^{-1/\beta}$.

The most probable total rate is 0.036 ns$^{-1}$ and the median is 0.237 ns$^{-1}$, so the distribution is strongly skewed.

The donor also decays by itself at rate $1/\tau$. The fraction of excitations transferred is $Y=1-\int_0^\infty e^{-T-a\sqrt T}dT$. With $T=q^2$ and $\gamma=a/2$, write $2q=(2q+2\gamma)-2\gamma$. The first part integrates to 1, and completing the square in the second gives

$$Y=2\gamma e^{\gamma^2}\int_\gamma^\infty e^{-p^2}dp=\sqrt\pi\,\gamma\,e^{\gamma^2}\operatorname{erfc}\gamma=0.522 .$$

Averaging $W\tau/(1+W\tau)$ over the sampled surroundings gives 0.523.

## The model beside a real film

The inputs are round values in the rough regime of dyes in a glassy polymer, not data for a particular pair; $n$ in particular is set by the doping and can vary widely. For the survival averaged over all donors in this film, at times from a few picoseconds to about 100 ns, the largest correction sized here comes from orientational averaging; earlier the closest distance matters more, and by about 400 ns the surfaces do. In a glass the dipoles are nearly fixed during 4 ns. With all else unchanged, the factor 0.8452 raises the survival at 4 ns from 0.395 to 0.456, or 15 % relative to the plain law. Replacing $a$ by $0.8452\,a$ also lowers the transferred fraction $Y$ from 0.52 to 0.47. At 4 ns surfaces come next. A donor at the surface of a thick film sees half the centres, which halves the exponent and gives 0.629. Averaged over a 100 nm film with isotropic coupling, the survival is 0.407, or 3 % above the plain law.

The other corrections are small for these numbers:

- A closest distance of 1 nm makes the decay start linearly, at times well below about 0.3 ps. Well after that time it lowers $-\ln\varphi$ by 0.004. About 3 % of donors have an acceptor within 2 nm, where the point-dipole rate is doubtful for molecules of nanometre size.
- If acceptors also cannot come within $b=1$ nm of each other, pairs closer than $b$ drop out of the average. To leading order in density, at fixed $n$, this raises $-\ln\varphi$ by $\tfrac12n^2\iint_{|\mathbf r-\mathbf r'|<b}f(\mathbf r)f(\mathbf r')\,d^3r\,d^3r'$ with $f=1-e^{-wt}\le1$. This is at most a fraction $\tfrac12nV_3b^3$, or 0.2 %, of $-\ln\varphi$ itself.
- Donor-donor transfer, for $10^{16}$ donors per cm$^3$ and a transfer radius of 4 nm, has an exponent of 0.005 at $t=\tau$ by the same law. Return of the excitation to its first donor, left out here, lowers this value.
- With an assumed diffusion coefficient of $10^{-16}$ cm$^2$/s, a molecule moves about $10^{-5}$ nm in 4 ns, so the centres are static.
- For an acceptor level 0.3 eV below the donor level, the Boltzmann factor for back transfer at 300 K is about $10^{-5}$.

Clustering of the dyes and the change of the optical field near the film surfaces are not sized. Clustering breaks the independence on which both derivations rest.

Rapid reshuffling of the centres would remove the stretched form. If the centres were reshuffled much faster than even the closest one could act, each molecule would sample the mean rate and decay exponentially. With the 1 nm closest distance that rate is 16.4 ns$^{-1}$, whereas the static $1/e$ time is 4.64 ns. In the static film the few donors with very close acceptors dominate the mean rate, but they decay early and leave the others behind.

The same $\varphi(t)$ describes the decay of dielectric polarisation after a field is removed if the field acted long enough to polarise even the slow dipoles, if each dipole then loses its orientation completely in one event, at the total rate $W$, and if the dipoles are uncorrelated. The remaining values are in the numerical output.

## Numbers as computed

```
R0 = 5.0 nm, tau = 4.0 ns, film = 100 nm
acceptor density = 1.0e+18 cm^-3
c, mean number of centres within R0 = 0.5236
a, amplitude of sqrt(t/tau) = 0.9281
Stretching exponent: d, s, density factor, sampled, d/s
  3   6  1  0.498  0.500
  3   6  2  0.498  0.500
  2   6  1  0.336  0.333
  1   6  1  0.167  0.167
  1   2  1  0.502  0.500
  3  10  1  0.299  0.300
Survival, d=3 s=6: t (ns), law, sampled, nearest only
    0.4  0.7457  0.7440  0.7757
    4.0  0.3953  0.3941  0.4925
   16.0  0.1563  0.1557  0.2794
Reach: t (ns), radius (nm), mean number of centres inside
    0.4  3.41  0.166
    4.0  5.00  0.524
   16.0  6.30  1.047
1/e time of survival = 4.64 ns
1/e time at doubled density = 1.16 ns
most probable total rate = 0.0359 ns^-1
median total rate, formula = 0.2366 ns^-1
median total rate, sampled = 0.2371 ns^-1
largest gap of rate distributions = 0.0051
late exponent, nearest centre only = 0.3341
transfer yield, formula = 0.5219
transfer yield, sampled = 0.5233
s=2, d=3: exponent ratio on doubling radius = 2.0012
Neglected effects (survival values at t = tau)
survival, plain law = 0.3953
fixed dipoles: amplitude factor = 0.8452
fixed dipoles: survival = 0.4564
film average: survival = 0.4072
donor at surface: survival = 0.6287
closest distance = 1.0 nm
its crossover time = 0.256 ps
its mean rate = 16.36 ns^-1
its late cut of the exponent = 0.00419
donors with acceptor within 2 nm = 3.30 %
acceptor exclusion, leading bound = 0.21 %
donor density = 1.0e+16 cm^-3, radius = 4.0 nm
donor-donor migration exponent = 0.00475
D = 1.0e-16 cm^2/s, drift in tau = 1.5e-05 nm
energy drop = 0.3 eV at 300 K
back-transfer Boltzmann factor = 9.1e-06
```
